# How many one-debye dipoles make a half-volt interface step?: a numerical check

```python
# Result under test: a layer of N normal dipoles of total moment p per unit area
# makes a potential step dV = N p / eps0, so that N = eps0 dV / p.
# Symbols: eps0 vacuum permittivity, e elementary charge, p dipole moment (C m),
# N areal density (1/m^2), a square-lattice spacing, d charge separation,
# eps_r relative permittivity of a slab that contains the source charges.
# Road 1: finite-difference Poisson equation for a smooth, asymmetric profile.
# Road 2: direct Coulomb sum over discrete charge pairs in a large disc.
import numpy as np
from scipy.constants import epsilon_0 as eps0, e, c, pi
from scipy.linalg import solve_banded

# The debye in SI units, from 1 D = 1e-18 statC cm
statcoulomb = 1.0 / (10.0 * c)
debye = 1e-18 * statcoulomb * 1e-2
force = statcoulomb**2 / (4 * pi * eps0 * 0.01**2)
assert abs(force / 1e-5 - 1) < 1e-8   # one dyne at one centimetre

step = 0.5
p = 1.0 * debye
N = eps0 * step / p
area = 1 / N
a = np.sqrt(area)
d = p / e
field = N * e / eps0


def poisson_step(eps_r):
    """Solve (eps V')' = -rho/eps0; return end-to-end step and outer drift."""
    z = np.linspace(-1e-9, 1e-9, 2001)
    h = z[1] - z[0]
    separation = 1e-10

    def bump(center, width):
        return (np.exp(-0.5 * ((z - center) / width)**2)
                / (width * np.sqrt(2 * pi)))

    sigma = N * p / separation
    rho = sigma * (bump(separation / 2, 3e-11) - bump(-separation / 2, 5e-11))
    middle = 0.5 * (z[1:] + z[:-1])
    eps = np.where(np.abs(middle) < 5e-10, eps_r, 1.0)
    # Unknowns V[1:], with V[0] = 0 and zero field at the right end
    n = len(z) - 1
    bands = np.zeros((3, n))
    bands[1] = -eps
    bands[1, :-1] -= eps[1:]
    bands[0, 1:] = eps[1:]
    bands[2, :-1] = eps[1:]
    V = np.concatenate(([0.0], solve_banded((1, 1), bands,
                                            -rho[1:] * h**2 / eps0)))
    right = V[z > 6e-10]
    left = V[z < -6e-10]
    return V[-1] - V[0], max(np.ptp(right), np.ptp(left))


eps_r = 4.0
step_vacuum, drift_vacuum = poisson_step(1.0)
step_screened, drift_screened = poisson_step(eps_r)
assert abs(step_vacuum - step) < 1e-6
assert abs(step_screened - N * p / (eps0 * eps_r)) < 1e-6
assert max(drift_vacuum, drift_screened) < 1e-6   # no field outside

# Discrete pairs +e, -e on a square lattice, cut to a disc about the observer
R_cells = 300
R = R_cells * a
index = np.arange(-R_cells - 1, R_cells + 2)
ix, iy = np.meshgrid(index, index)


def lattice_potential(z, shift):
    """Potential at height z, laterally shifted by shift*a in x and in y."""
    s2 = a**2 * ((ix - shift)**2 + (iy - shift)**2)
    s2 = s2[s2 <= R**2]
    pairs = (1 / np.sqrt(s2 + (z - d / 2)**2)
             - 1 / np.sqrt(s2 + (z + d / 2)**2))
    return e / (4 * pi * eps0) * pairs.sum()


def disc_potential(z):
    """On-axis potential of a smooth dipole disc, for z > 0."""
    return N * p / (2 * eps0) * (1 - z / np.sqrt(z**2 + R**2))


top = {k: lattice_potential(k * a, 0.0) for k in (1, 2)}
hollow = {k: lattice_potential(k * a, 0.5) for k in (1, 2)}
smooth = {k: disc_potential(k * a) for k in (1, 2)}
below = lattice_potential(-2 * a, 0.0)
# At two spacings the remaining lateral ripple is of order 1e-5
assert abs(top[2] / smooth[2] - 1) < 1e-4
assert abs(hollow[2] / smooth[2] - 1) < 1e-4
assert abs((top[2] - below) - 2 * smooth[2]) < 1e-4
# Ripple is visible but small at one spacing, and much smaller at two
ripple = {k: top[k] - hollow[k] for k in (1, 2)}
assert 0 < ripple[1] < 0.02 * step
assert abs(ripple[2]) < 0.01 * ripple[1]
assert 1.25e18 < N < 1.35e18   # the density claimed in the topic

print(f"Vacuum permittivity: {eps0:.6e} F/m")
print(f"Elementary charge: {e:.6e} C")
print(f"One debye: {debye:.5e} C m")
print(f"Required potential step: {step:.3f} V")
print(f"Required dipole density: {N:.4e} 1/m^2")
print(f"Required dipole density, converted: {N * 1e-4:.4e} 1/cm^2")
print(f"Area per dipole: {area:.4e} m^2")
print(f"Square-lattice spacing: {a:.4e} m")
print(f"Charge separation for charges +e and -e: {d:.4e} m")
print(f"Smeared field magnitude between the sheets: {field:.4e} V/m")
print(f"Step from Poisson solution, vacuum: {step_vacuum:.6f} V")
print(f"Relative permittivity of contrast case: {eps_r:.1f}")
print(f"Step from Poisson solution, contrast case: {step_screened:.6f} V")
print(f"Density for full step, contrast case: {N * eps_r:.4e} 1/m^2")
print(f"Disc radius in lattice sum: {R_cells} spacings")
print(f"Disc radius in lattice sum: {R:.4e} m")
for k in (1, 2):
    print(f"Height {k} a, smooth disc formula: {smooth[k]:.6f} V")
    print(f"Height {k} a, sum above a dipole: {top[k]:.6f} V")
    print(f"Height {k} a, sum above cell centre: {hollow[k]:.6f} V")
    print(f"Height {k} a, lateral difference: {ripple[k]:.3e} V")
print(f"Height -2 a, sum below a dipole: {below:.6f} V")
print(f"Lattice-sum step from -2 a to +2 a: {top[2] - below:.6f} V")
print("success")
```

It prints:

```
Vacuum permittivity: 8.854188e-12 F/m
Elementary charge: 1.602177e-19 C
One debye: 3.33564e-30 C m
Required potential step: 0.500 V
Required dipole density: 1.3272e+18 1/m^2
Required dipole density, converted: 1.3272e+14 1/cm^2
Area per dipole: 7.5346e-19 m^2
Square-lattice spacing: 8.6802e-10 m
Charge separation for charges +e and -e: 2.0819e-11 m
Smeared field magnitude between the sheets: 2.4016e+10 V/m
Step from Poisson solution, vacuum: 0.500000 V
Relative permittivity of contrast case: 4.0
Step from Poisson solution, contrast case: 0.125000 V
Density for full step, contrast case: 5.3088e+18 1/m^2
Disc radius in lattice sum: 300 spacings
Disc radius in lattice sum: 2.6041e-07 m
Height 1 a, smooth disc formula: 0.249167 V
Height 1 a, sum above a dipole: 0.251180 V
Height 1 a, sum above cell centre: 0.247438 V
Height 1 a, lateral difference: 3.741e-03 V
Height 2 a, smooth disc formula: 0.248333 V
Height 2 a, sum above a dipole: 0.248337 V
Height 2 a, sum above cell centre: 0.248330 V
Height 2 a, lateral difference: 6.642e-06 V
Height -2 a, sum below a dipole: -0.248337 V
Lattice-sum step from -2 a to +2 a: 0.496673 V
success
```
